Removing Higher Time Derivatives from the Nonrelativistic Dirac Lagrangian

**Problem**

A Dirac field Ψ of charge q and mass m moves in prescribed fields Φ(x,t) and A(x,t). Units are ħ = c = 1, and

E = −∇Φ − ∂_tA,  B = ∇×A.

The Lagrangian density is

L = Ψ†(i∂_t − qΦ − α·π − βm)Ψ,  π = −i∇ − qA.

All momenta, frequencies and field strengths are small on the scale set by m, and Ψ describes a particle of positive energy.

(a) Eliminate the small component of Ψ and expand in 1/m. At which order does a second time derivative of the large component first appear, and what is wrong already one order earlier?

(b) Find a local redefinition of the large component that leaves a single time derivative through order 1/m³. Write the resulting Lagrangian in terms of E, B and π.

(c) Apply the result to a particle of zero canonical momentum in a uniform rotating field,

Φ = 0,  qA = a(cos ωt, sin ωt, 0),  a = 0.2m,  ω = 0.1m.

Through what angle does the spin turn during one turn of the field? Compare with the Dirac equation. What happens if the second time derivative is kept in the truncated Lagrangian?

**First estimate by scaling**

The small component is driven by the large one through σ·π and has an energy denominator near 2m. Going to the small component and back costs two factors of momentum and one factor 1/m. If the small component also responds with a delay, each time derivative costs another 1/m. A term with n time derivatives between the two factors σ·π should therefore appear at order 1/m^(n+1). This puts the second time derivative at 1/m³, and a term with one derivative at 1/m².

For the rotating field the kinetic momentum has magnitude a, so the kinetic energy is of order a²/m. Two symmetries restrict the spin-dependent energy. Changing a to −a is the same as shifting time by half a turn, so the energy is even in a. A reflection y → −y reverses the rotation and also reverses σ_z, so the coefficient of σ_z is odd in ω. The splitting must also vanish without a field, at a = 0, which excludes a term in ω alone. The lowest remaining combination with the dimension of energy is

Ω ~ a²ω/m² = 0.004m.

The spin then turns per field turn by about 2πΩ/ω ~ 2π(a/m)² ≈ 0.25 rad. Scaling cannot supply the numerical factor.

If the second derivative is kept, the equation of motion contains both T and a term of size a²T²/m³, where T stands for an energy. They balance at T ~ m³/a² = 25m, far outside the low-energy range. An extra solution should therefore appear there.

**Solution of (a): eliminating the small component**

Remove the rest energy by writing Ψ = e^(−imt)(φ, χ), with two-component φ and χ, and define

T = i∂_t − qΦ,  X = σ·π.

In the standard representation β is +1 on φ and −1 on χ, while α·π exchanges them with the factor X. The phase adds m to T. The diagonal entries become T + m − m = T for φ and T + m + m = T + 2m for χ, so

L = φ†Tφ + χ†(2m + T)χ − φ†Xχ − χ†Xφ.

Varying χ† gives

(2m + T)χ = Xφ.

With this equation the second and fourth terms of L cancel. The remaining two give

L = φ†Kφ,  K = T − X(2m + T)⁻¹X.

Substitution into L is legitimate because L is quadratic in χ and χ is at its stationary value. For slowly varying φ the inverse is

(2m + T)⁻¹ = 1/2m − T/4m² + T²/8m³ + O(m⁻⁴).

This choice leaves out the free solutions of (2m + T)χ = 0, which oscillate near frequency −2m and belong to negative energies. Hence

K = T − X²/2m + XTX/4m² − XT²X/8m³ + O(m⁻⁴).

The second time derivative first appears at 1/m³. The term at 1/m² contains a single time derivative, but it already changes the normalization. The conserved charge density is φ†φ + χ†χ, and χ = Xφ/2m at leading order. After an integration by parts the charge is

Q = ∫d³x φ†(1 + X²/4m²)φ + O(m⁻³).

So φ is not a Schrödinger wave function with norm ∫φ†φ.

The same fault can be seen in the equation of motion. Define

F = [X, T] = XT − TX.

Then XTX = X(XT − F) = X²T − XF. In Kφ = 0, the term X²Tφ/4m² is of order m⁻³, because Tφ = X²φ/2m at leading order. Therefore

Tφ = (X²/2m + XF/4m²)φ + O(m⁻³).

Up to boundary terms X and T are Hermitian, so F† = [T, X] = −F. Split the new term as

XF/4m² = [X,F]/8m² + {X,F}/8m².

The first part is Hermitian, since [X,F]† = F†X − XF† = −FX + XF. The second part is anti-Hermitian. It equals [X²,T]/8m², so it can change ∫φ†φ in time unless X² commutes with T. (In the rotating field of part (c), X² = a² and this part vanishes, although φ still does not carry the whole charge.) The redefinition has to remove it.

**Solution of (b): the redefinition**

Set φ = Sψ with

S = 1 + a₂/m² + a₃/m³.

The Lagrangian becomes ψ†K′ψ with K′ = S†KS. No term a₁/m is needed, because K has no unwanted time derivative at order 1/m. Collecting powers gives

order m⁻²: XTX/4 + a₂†T + Ta₂,

order m⁻³: −XT²X/8 − (a₂†X² + X²a₂)/2 + a₃†T + Ta₃.

At order m⁻² choose a₂ = −X²/8. Then

XTX/4 − (X²T + TX²)/8 = −(X²T − 2XTX + TX²)/8 = −[X,[X,T]]/8 = −[X,F]/8.

The time derivative now sits inside commutators, where it acts on the fields and no longer on ψ. The same a₂ contributes at the next order

−(a₂†X² + X²a₂)/2 = (X⁴ + X⁴)/16 = X⁴/8.

This is the relativistic correction to the kinetic energy.

For the term with two derivatives, use XT = TX + F on the left and TX = XT − F on the right:

XT²X = (TX + F)(XT − F) = TX²T − TXF + FXT − F².

Thus

−XT²X/8 = −TX²T/8 + TXF/8 − FXT/8 + F²/8.

The first three terms have T at an outer position, where a₃ can cancel them. Take

a₃ = X²T/16 − XF/8,  a₃† = TX²/16 + FX/8,

where the sign in a₃† follows from (XF)† = F†X = −FX. Then

a₃†T + Ta₃ = TX²T/8 + FXT/8 − TXF/8.

This cancels the three terms and leaves F²/8. The result is

K′ = T − X²/2m − [X,F]/8m² + X⁴/8m³ + F²/8m³ + O(m⁻⁴).

Although a₃ contains a time derivative, S is invertible as a power series in 1/m, so the low-energy solutions of K′ψ = 0 and Kφ = 0 correspond to each other. A constant phase change of φ is the same phase change of ψ, so the conserved charge is carried over and now reads Q = ∫ψ†ψ. At order 1/m² this can be seen directly: the factor 1 − X²/4m² from S†S cancels the factor 1 + X²/4m² in Q.

The commutators remain to be evaluated. First,

[π_i, T] = [−i∂_i, −qΦ] + [−qA_i, i∂_t] = iq∂_iΦ + iq∂_tA_i = −iqE_i.

Hence F = −iqσ·E and F² = −q²E², since the components of the prescribed E commute. Next use σ_iσ_j = δ_ij + iε_ijkσ_k:

[σ·π, σ·E] = π·E − E·π + iσ·(π×E − E×π) = −i∇·E + iσ·(π×E − E×π).

In the first equality the operators act on everything to their right; in the last, ∇·E is the divergence alone. Multiplication by −iq gives

[X,F] = −q∇·E + qσ·(π×E − E×π).

Finally π×π = iqB, so

X² = π² + iσ·(π×π) = π² − qσ·B.

The Lagrangian through order 1/m³ is

L = ψ†[i∂_t − qΦ − (π² − qσ·B)/2m + (π² − qσ·B)²/8m³
  + q∇·E/8m² + qσ·(E×π − π×E)/8m² − q²E²/8m³]ψ.

This is the Foldy-Wouthuysen Lagrangian: one time derivative, a Hermitian Hamiltonian, and the Dirac charge as norm. It contains the Pauli, Darwin and spin-orbit terms. The last term is what remains of the second time derivative. The form is not unique: a further unitary change ψ → Uψ with U free of time derivatives preserves the norm and the first-order form, since U†TU = T + U†[T,U] also has one time derivative on the field.

An electrostatic central field gives a check of signs. Let A = 0 and qΦ = V(r), so qE = −V′r/r with r the position vector. Since ∇×E = 0, p×E = −E×p, and the spin-orbit part of the Hamiltonian is

−σ·(qE×p)/4m² = V′σ·(r×p)/(4m²r) = V′s·l/(2m²r),

with s = σ/2 and l = r×p. The Darwin part is −q∇·E/8m² = ∇²V/8m². An attractive potential has V′ > 0, so the spin-orbit term raises states with s parallel to l.

The procedure continues to higher orders. Suppose all orders below n are already in the desired form, and let P be the Hermitian remainder at order n. In each product containing T, move one T to the far left. The commutators produced contain fewer factors T acting on ψ, so the process ends with

P = Tb + c,

where c contains no time derivative of ψ. Because P is Hermitian,

P = (P + P†)/2 = (Tb + b†T)/2 + (c + c†)/2.

A further redefinition 1 − b/(2mⁿ) removes the first bracket through the leading term T of K′. Its other effects are of higher order. This is a statement about the formal series; it does not show that the series converges.

**Solution of (c): the rotating field**

At zero canonical momentum π = −qA, so X² = a² and B = 0. The electric force is

qE = −q∂_tA = aω(sin ωt, −cos ωt, 0).

The field is uniform, hence ∇·E = 0 and π×E = −E×π. The cross product is

qE×π = −a²ω(sin²ωt + cos²ωt)ẑ = −a²ωẑ.

The spin-orbit term in L is therefore −a²ωσ_z/4m², and it enters the Hamiltonian with the opposite sign:

H = a²/2m − a⁴/8m³ + a²ω²/8m³ + (a²ω/4m²)σ_z.

H does not depend on time. A spin in the xy plane turns about z at the rate given by the splitting,

Ω = a²ω/2m²,  angle per turn = 2πΩ/ω = π(a/m)².

The Dirac equation can be solved in closed form. With U = exp(−iωtσ_z/2) one has X(t) = −aUσ_xU†. Writing φ = Uφ′ and χ = Uχ′ adds −ωσ_z/2 to the Hamiltonian and makes it static. For a stationary solution of energy ε, σ_x couples φ′↑ to χ′↓ alone:

(ε + ω/2)φ′↑ = −aχ′↓,

(ε + 2m − ω/2)χ′↓ = −aφ′↑.

Multiplying the equations gives (ε + ω/2)(ε + 2m − ω/2) = a². With ε = −m + s this is s² = (m − ω/2)² + a². The other pair follows from ω → −ω. The positive-energy levels are

ε↑ = −m + √((m − ω/2)² + a²),

ε↓ = −m + √((m + ω/2)² + a²).

Undoing the rotation adds ω/2 to the first and subtracts ω/2 from the second, so

Ω_Dirac = ε↑ − ε↓ + ω.

**Comparison**

For a = 0.2m and ω = 0.1m the terms of H are, in units of m,

a²/2m = 0.020000,  −a⁴/8m³ = −0.000200,

a²ω²/8m³ = 0.000050,  a²ω/4m² = 0.001000.

In the rotating frame the spin-up level is

0.020000 − 0.000200 + 0.000050 + 0.001000 − 0.050000 = −0.029150,

against −0.029176 from the Dirac equation. For spin down the values are 0.068850 and 0.068878. The precession energies are

reduced: Ω = 0.00200m,  Dirac: Ω = 0.00195m.

For the electron mass these are 1.022 keV and 0.995 keV. The parameters are chosen to make the corrections visible: they mean ω = 51 keV and a force qE = aω = 0.02m², and a uniform rotating E with B = 0 is an idealized prescribed field. The spin turns by 0.1257 rad per field turn in the reduced theory and by 0.1223 rad in the Dirac theory, where the spin of the large component is meant. The full Dirac spin also contains the small component. Its angle in a single turn can differ by about 2%, depending on the initial direction, but its average over many turns is the same. The reduced value exceeds the Dirac value by 2.75% of the Dirac value. The scaling estimate of 0.25 rad had the right dependence on a and ω and was too large by a factor of about two.

The size of the error follows from expanding the Dirac level. With M = m − ω/2,

ε↑ + ω/2 = a²/2M − a⁴/8M³ + … .

Inserting 1/M = (1/m)(1 + ω/2m + ω²/4m² + ω³/8m³ + …) reproduces each term of H, including a²ω²/8m³, and gives the first omitted term

a²ω³/16m⁴ − 3a⁴ω/16m⁴ = (0.25 − 3.00)×10⁻⁵m = −2.75×10⁻⁵m.

For spin down its sign is reversed. The actual differences, Dirac minus reduced, are −2.56×10⁻⁵m and +2.79×10⁻⁵m. They enter the splitting with opposite signs and so add, giving 5.35×10⁻⁵m, which is the 2.75% of the Dirac splitting.

The E² term shifts both levels equally and does not affect the precession. It shows in their mean, where the ω/2 terms cancel. The Dirac mean is (−0.029176 + 0.068878)/2 = 0.019851m. The reduced mean is 0.019850m with the E² term and 0.019800m without it.

The normalization can be checked in the same way. With Φ = 0, F = −i∂_tX, and multiplication of the Pauli matrices gives XF = a²ωσ_z. For spin up, φ = (1 − a²/8m² − a²ω/8m³)ψ, because Tψ is itself of order 1/m and the X²T part of a₃ can be dropped. The large component carries the fraction

1 − a²/4m² − a²ω/4m³ = 1 − 0.010 − 0.001 = 0.989

of the charge; the Dirac value is 0.9893. The field ψ accounts for all of it.

Now keep the second time derivative. In the rotating frame T acts as u = ε + ω/2 on the spin-up component and as v = ε − ω/2 = u − ω after X has flipped the spin. The truncated equation Kφ = 0 is

u − a²/2m + a²v/4m² − a²v²/8m³ = 0.

It is quadratic and has two roots. At large v the first, third and fourth terms balance, giving v ≈ 8m³/a² + 2m = 202m. The full root is ε = 202.13m. Scaling gave 25m because it missed the factor 8. This root is not the negative-energy solution: the Dirac levels of that kind lie at −1.97m and −2.07m. It moves to infinity as a → 0, and it has v/2m ≈ 100 where the expansion required v/2m ≪ 1. It is an artefact of truncation, and the redefined Lagrangian does not contain it.

The other root, ε = −0.0291769m, lies closer to the Dirac value −0.0291756m than the reduced level does. The first term omitted from K is XT³X/16m⁴, which shifts the root by −a²v³/16m⁴. With v ≈ a²/2m − ω = −0.08m this is +1.3×10⁻⁶m, the observed difference. In this example the redefinition therefore does not improve the energy. What it provides is a first-order equation with a conserved norm ∫ψ†ψ and no spurious solution.

The closed form also shows where the expansion fails. The square root in ε↑ is √(m² − mω + a² + ω²/4). Its series in 1/m converges for a² + ω²/4 < m² and, for a ≠ 0, diverges for a² + ω²/4 > m²; the same holds for ε↓. At ω = 2m the positive and negative levels of the spin-up pair are separated by only 2a, and the field couples them resonantly. Eliminating χ as a slowly following component is then no longer justified.

The numerical output below includes tests of the general result. With non-commuting matrices in place of X and T, the error of K′ falls as m⁻⁴; with a₂ alone it falls as m⁻³. In a time-dependent evolution, leaving out the F² term likewise lowers the order from four to three.

Numbers as computed

```
Error orders n, error ~ m^-n (dimensionless)
series of K through m^-3: 3.999
redefinition through m^-3: 4.002
redefinition through m^-2 only: 3.000
time evolution, all terms: 4.013
time evolution, F^2 term omitted: 3.000
rotating-field levels: 4.000
Rotating field; energies in units of m c^2
momentum amplitude a: 0.200 m c
rotation energy hbar w: 0.100 m c^2
kinetic term a^2/2m: 0.020000 m c^2
quartic term -a^4/8m^3: -0.000200 m c^2
electric-square term: 0.000050 m c^2
spin-orbit term, spin up: 0.001000 m c^2
frame term, spin up: -0.050000 m c^2
Dirac level, spin up: -0.02917561 m c^2
reduced level, spin up: -0.02915000 m c^2
reduced minus Dirac, up: 2.561e-05 m c^2
Dirac level, spin down: 0.06887792 m c^2
reduced level, spin down: 0.06885000 m c^2
reduced minus Dirac, down: -2.792e-05 m c^2
negative Dirac levels: -2.068878, -1.970824 m c^2
precession energy, Dirac: 0.00194648 m c^2
precession energy, reduced: 0.00200000 m c^2
precession energy, Dirac: 0.9946 keV
precession energy, reduced: 1.0220 keV
angle per turn, Dirac: 0.122301 rad
angle per turn, reduced: 0.125664 rad
upper weight, Dirac spin up: 0.989275 (dimensionless)
upper weight, formula: 0.989000 (dimensionless)
truncated K, physical root: -0.02917689 m c^2
truncated K, spurious root: 202.1292 m c^2
estimate 8m^3/a^2: 200.0000 m c^2
laboratory-frame state error: 1.17e-15 (dimensionless)
```
